\section*{Energy derivatives when the overlap matrix depends on atomic displacement}

\section{An energy derivative that depends on the zero of energy}

Take a Hamiltonian matrix $H(x)$ and an overlap matrix $S(x)$ that both depend on an atomic displacement $x$, and apply the ordinary Hellmann--Feynman rule $dE/dx = c^\dagger H' c$ to the lowest level of $Hc = ESc$. For the model below this rule gives $3.578\times10^{-9}$~N, while a finite difference of the computed eigenvalues gives $1.641\times10^{-9}$~N. The rule also returns a different number, $2.272\times10^{-9}$~N, when all levels are shifted by $10^{-18}$~J, although such a shift cannot change a slope. The error matters for forces and force constants in PAW and ultrasoft methods, where $S$ contains projector functions centred on the atoms and therefore changes when an atom moves.

\section{The problem}

Three orbitals sit on a chain of atoms, and $x$ (in metres) stretches the bond between atoms 2 and 3:
\begin{equation}
H=\begin{pmatrix} a & b & 0\\ b & a+fx & b e^{-\kappa x}\\ 0 & b e^{-\kappa x} & a+fx\end{pmatrix},\qquad
S=\begin{pmatrix} 1 & s & 0\\ s & 1 & s e^{-\lambda x}\\ 0 & s e^{-\lambda x} & 1\end{pmatrix}.
\end{equation}
The hopping $b$ and the overlap $s$ of the stretched bond decay exponentially, and the on-site energies of its two atoms rise linearly. The chosen model inputs are $a=-1.30\times10^{-18}$~J ($-8.114$~eV), $b=-0.50\times10^{-18}$~J ($-3.121$~eV), $s=0.25$, $\kappa=1.2\times10^{10}$~m$^{-1}$, $\lambda=1.0\times10^{10}$~m$^{-1}$ and $f=0.80\times10^{-9}$~N. For the lowest eigenvalue $E(x)$ of $Hc=ESc$, find $E'$ and $E''$ at $x=0$ (a prime is $d/dx$) and confirm them by central differences.

$S$ is positive definite when its leading minors $1$, $1-s^2$ and $\det S=1-s^2-s^2e^{-2\lambda x}$ are positive. At $x=0$, $\det S=0.8750$.

\section{The eigenpairs at $x=0$}

At $x=0$, $H=a\,1+bT$ and $S=1+sT$, where $T$ has ones in the positions $12,21,23,32$ and zeros elsewhere, so that $T(y_1,y_2,y_3)=(y_2,\,y_1+y_3,\,y_2)$. Inserting
\begin{equation}
u_0=\tfrac12(1,\sqrt2,1),\qquad u_1=\tfrac1{\sqrt2}(1,0,-1),\qquad u_2=\tfrac12(1,-\sqrt2,1)
\end{equation}
gives $Tu_k=t_ku_k$ with $t_0=\sqrt2$, $t_1=0$, $t_2=-\sqrt2$. Then $Hu_k=(a+bt_k)u_k$ and $Su_k=(1+st_k)u_k$, so $E_k=(a+bt_k)/(1+st_k)$. The convention is $c_k^\dagger Sc_k=1$, and since $u_k^\dagger Su_k=1+st_k$ we have, with $N_\pm=1\pm\sqrt2\,s$,
\begin{align}
E_0&=\frac{a+\sqrt2\,b}{N_+}, & E_1&=a, & E_2&=\frac{a-\sqrt2\,b}{N_-},\\
c_0&=\frac{u_0}{\sqrt{N_+}}, & c_1&=u_1, & c_2&=\frac{u_2}{\sqrt{N_-}}.
\end{align}
Subtracting $a=aN_\pm/N_\pm$ gives $E_0-a=\sqrt2\,(b-as)/N_+$ and $E_2-a=-\sqrt2\,(b-as)/N_-$. The order $E_0<E_1<E_2$ therefore holds when $b-as<0$; here $b-as=-1.75\times10^{-19}$~J. With $N_+=1.3535534$ and $N_-=0.6464466$,
\begin{align}
E_0&=-1.4828427\times10^{-18}\ \text{J}, & E_1-E_0&=1.8284271\times10^{-19}\ \text{J},\\
E_2&=-9.1715729\times10^{-19}\ \text{J}, & E_2-E_0&=5.6568542\times10^{-19}\ \text{J}.
\end{align}

Let $B$ have ones in positions $23$ and $32$, and let $D=\mathrm{diag}(0,1,1)$. Differentiating the entries at $x=0$ gives
\begin{equation}
H'=fD-\kappa bB,\quad S'=-\lambda sB,\quad H''=\kappa^2bB,\quad S''=\lambda^2sB .
\end{equation}
For real vectors $y^TBz=y_2z_3+y_3z_2$ and $y^TDz=y_2z_2+y_3z_3$, so
\begin{align}
u_0^TBu_0&=2\cdot\tfrac{\sqrt2}{2}\cdot\tfrac12=\tfrac1{\sqrt2}, & u_0^TDu_0&=\tfrac12+\tfrac14=\tfrac34,\\
u_1^TBu_0&=0-\tfrac1{\sqrt2}\cdot\tfrac{\sqrt2}{2}=-\tfrac12, & u_1^TDu_0&=0-\tfrac1{\sqrt2}\cdot\tfrac12=-\tfrac1{2\sqrt2},\\
u_2^TBu_0&=-\tfrac{\sqrt2}{4}+\tfrac{\sqrt2}{4}=0, & u_2^TDu_0&=-\tfrac12+\tfrac14=-\tfrac14 .
\end{align}
Matrix elements are written $M_{jk}=c_j^\dagger Mc_k$ when the indices label eigenvectors.

\section{A tempting wrong solution}

The argument runs as follows. The eigenvalue is $E=c^\dagger Hc$. It is stationary under changes of $c$, so only the explicit dependence of $H$ counts, and the formulas for an orthonormal basis apply:
\begin{equation}
E'\overset{?}{=}H'_{00},\qquad E''\overset{?}{=}H''_{00}-2\sum_{k\ne0}\frac{|H'_{k0}|^2}{E_k-E_0}.
\end{equation}
With the bond element $-\kappa b=6.000\times10^{-9}$~N,
\begin{equation}
H'_{00}=\frac{-\kappa b/\sqrt2+3f/4}{N_+}=3.5777242\times10^{-9}\ \text{N}.
\end{equation}
Direct diagonalization at $x=\pm10^{-12}$~m gives instead
\begin{equation}
\frac{(-1.4812168862851+1.4844991687369)\times10^{-18}\ \text{J}}{2\times10^{-12}\ \text{m}}=1.641141\times10^{-9}\ \text{N},
\end{equation}
less than half of $H'_{00}$.

\section{Where the fault lies}

A first test needs no numbers. Replace $H$ by $H+\mu S$ with a constant energy $\mu$. Then $(H+\mu S)c=(E+\mu)Sc$: the vectors are unchanged, every level moves by $\mu$ at every $x$, and $E'$ and $E''$ must stay fixed. But $H'_{00}$ becomes $H'_{00}+\mu S'_{00}$, with
\begin{equation}
S'_{00}=-\frac{\lambda s}{\sqrt2\,N_+}=-1.3060194\times10^{9}\ \text{m}^{-1}.
\end{equation}
For $\mu=1.0\times10^{-18}$~J this is $(3.5777242-1.3060194)\times10^{-9}=2.2717048\times10^{-9}$~N. The proposed $E''$ fails too: under the shift $H''_{00}\to H''_{00}+\mu S''_{00}$ and $H'_{k0}\to H'_{k0}+\mu S'_{k0}$, so it becomes a quadratic polynomial in $\mu$, and it cannot be independent of $\mu$ unless the quadratic term vanishes. That term is $-2\mu^2\sum_{k\neq0}|S'_{k0}|^2/(E_k-E_0)$, which is not zero because $S'_{10}=\lambda s/(2\sqrt{N_+})$.

The false step is the claim of stationarity. Differentiating $E=c^\dagger Hc$ and using $Hc=ESc$ and its conjugate $c^\dagger H=Ec^\dagger S$,
\begin{equation}
E'=c^\dagger H'c+c'^\dagger Hc+c^\dagger Hc'=c^\dagger H'c+E\,(c'^\dagger Sc+c^\dagger Sc').
\end{equation}
The bracket vanishes when $S$ is constant, but need not vanish otherwise. In general, differentiating $c^\dagger Sc=1$ gives
\begin{equation}
c'^\dagger Sc+c^\dagger Sc'=-c^\dagger S'c .
\label{norm}
\end{equation}
The form $c^\dagger Hc$ is stationary under changes of $c$ that keep $c^\dagger Sc=1$ at fixed $S$. When $S$ changes, the constraint itself moves; whenever $c^\dagger S'c\ne0$, $c$ must be rescaled to keep $c^\dagger Sc=1$, and the energy picks up $-Ec^\dagger S'c$.

\section{The right solution for a general pencil}

Let $H(x)$ and $S(x)$ be Hermitian and twice continuously differentiable, $S$ positive definite, and $E_0$ non-degenerate.

Because $S$ is positive definite, $S^{1/2}$ and its inverse exist. With $w=S^{1/2}c$ the problem becomes $\tilde Hw=Ew$ for the Hermitian matrix $\tilde H=S^{-1/2}HS^{-1/2}$, whose eigenvalues are real and whose eigenvectors are orthonormal and complete. Hence the $c_k$ form a basis with $c_j^\dagger Sc_k=w_j^\dagger w_k=\delta_{jk}$. Further,
\begin{equation}
F(E,x)=\det(H-ES)=\det S\prod_k(E_k-E),\qquad
\frac{\partial F}{\partial E}\Big|_{E_0}=-\det S\prod_{k\ne0}(E_k-E_0),
\end{equation}
and the derivative is nonzero for a simple root. The implicit function theorem then makes $E(x)$ as smooth as the matrices. The vector is smooth as well. The matrix $M=H-ES$ has a one-dimensional null space, so its adjugate has a nonzero column, which $M$ annihilates because $M\,\mathrm{adj}M=\det M\cdot1=0$; that column is a polynomial in the smooth entries of $M$, and dividing it by its $S$-norm gives $c(x)$.

\subsection{First order}

Define the Hermitian matrices $V=H'-E_0S'$ and $W=H''-E_0S''$. The derivative of $M$ at $x=0$ is $M'=H'-E'S-E_0S'=V-E'S$, so differentiating $Mc=0$ gives
\begin{equation}
(V-E'S)\,c_0+(H-E_0S)\,c'=0 .
\label{first}
\end{equation}
Multiply from the left by $c_0^\dagger$. The second term vanishes because $c_0^\dagger(H-E_0S)=0$, and $c_0^\dagger Sc_0=1$, so
\begin{equation}
E'=V_{00}=H'_{00}-E_0S'_{00}.
\label{E1}
\end{equation}
Expand $c'=\sum_k\alpha_kc_k$ and multiply (\ref{first}) by $c_k^\dagger$ with $k\ne0$. Since $c_k^\dagger Sc_0=0$ and $c_k^\dagger(H-E_0S)c_j=(E_k-E_0)\delta_{kj}$,
\begin{equation}
V_{k0}+(E_k-E_0)\,\alpha_k=0,\qquad \alpha_k=-\frac{V_{k0}}{E_k-E_0}.
\end{equation}
Equation (\ref{norm}) reads $\alpha_0^*+\alpha_0=-S'_{00}$, so $\mathrm{Re}\,\alpha_0=-S'_{00}/2$. The imaginary part is free, since $c$ may be multiplied by a phase $e^{i\theta(x)}$; for real vectors it is zero.

\subsection{Second order}

Differentiating twice gives $M''c_0+2M'c'+Mc''=0$. From $M=H-ES$ and $(ES)''=E''S+2E'S'+ES''$,
\begin{equation}
(W-E''S-2E'S')\,c_0+2(V-E'S)\,c'+(H-E_0S)\,c''=0 .
\end{equation}
Multiplying by $c_0^\dagger$ removes $c''$, as before:
\begin{equation}
E''=W_{00}-2E'S'_{00}+2\,c_0^\dagger(V-E'S)\,c' .
\label{mid}
\end{equation}
Insert the expansion of $c'$. The $k=0$ term is $\alpha_0(V_{00}-E')=0$ by (\ref{E1}), so neither the normalization nor the phase of $c'$ matters. For $k\ne0$ the term is $\alpha_kV_{0k}$, and $V_{0k}=V_{k0}^*$. Therefore
\begin{equation}
E''=W_{00}-2E'S'_{00}-2\sum_{k\ne0}\frac{|V_{k0}|^2}{E_k-E_0}.
\label{E2}
\end{equation}
Under $H\to H+\mu S$, $V\to H'+\mu S'-(E_0+\mu)S'=V$, and likewise $W$ and the gaps are unchanged, so (\ref{E1}) and (\ref{E2}) pass the test that the wrong formulas failed. If $S$ is constant, $V=H'$, $W=H''$, and the tempting solution becomes correct, provided the vectors are $S$-normalized. For the lowest level all gaps $E_k-E_0$ are positive, so the last term is never positive: it bends the level downward unless every $V_{k0}$ with $k\ne0$ vanishes. The first two terms have no fixed sign.

In a large basis the sum over states is avoided. Equation (\ref{first}) is a linear system for $c'$ whose matrix $H-E_0S$ is singular along $c_0$; it is solvable because the source $(V-E'S)c_0$ is orthogonal to $c_0$ by (\ref{E1}). The side condition $c_0^\dagger Sy=0$ selects the solution $y=c'-\alpha_0c_0$, and $y$ may replace $c'$ in (\ref{mid}) because $\alpha_0$ drops out. This is the Sternheimer equation with overlap.

\section{Application to the chain}

Here $V=fD+v_1B$ and $W=v_2B$. The bond entries of $S'$, $H''$ and $S''$ are $-2.500\times10^{9}$~m$^{-1}$, $-72.000$~N/m and $2.500\times10^{19}$~m$^{-2}$, so
\begin{align}
v_1&=-\kappa b+E_0\lambda s=6.000\times10^{-9}-(1.4828427\times10^{-18})(2.500\times10^{9})\nonumber\\
&=2.2928932\times10^{-9}\ \text{N},\\
v_2&=\kappa^2b-E_0\lambda^2s=-72.000+(1.4828427\times10^{-18})(2.500\times10^{19})\nonumber\\
&=-34.928932\ \text{N/m}.
\end{align}
The table of $u_k^TBu_0$ and $u_k^TDu_0$, divided by the normalization factors, gives
\begin{align}
E'&=\frac{v_1/\sqrt2+3f/4}{N_+}=1.6411029\times10^{-9}\ \text{N},\\
V_{10}&=-\frac{v_1/2+f/(2\sqrt2)}{\sqrt{N_+}}=-1.2285206\times10^{-9}\ \text{N},\\
V_{20}&=-\frac{f}{4\sqrt{N_+N_-}}=-2.1380899\times10^{-10}\ \text{N},\\
W_{00}&=\frac{v_2}{\sqrt2\,N_+}=-18.247145\ \text{N/m}.
\end{align}
The split (\ref{E1}) is $E'=(3.5777242-1.9366213)\times10^{-9}$~N, where the second number is the overlap term $-E_0S'_{00}$, negative because $E_0$ and $S'_{00}$ are both negative. The size of each part depends on the zero of energy; only the sum, $1.02430$~eV/\AA, is physical. It is positive here because both of its terms are: $f>0$, and $v_1>0$, which means that the negative effective coupling $be^{-\kappa x}-E_0se^{-\lambda x}$ of the stretched bond moves toward zero. For a slower decay of the hopping, $\kappa|b|<\lambda s|E_0|$, $v_1$ would be negative. It is the slope of one orbital level and not a total-energy force.

The remaining terms of (\ref{E2}) are
\begin{align}
-2E'S'_{00}&=2(1.6411029\times10^{-9})(1.3060194\times10^{9})=4.286624\ \text{N/m},\\
-\frac{2V_{10}^2}{E_1-E_0}&=-\frac{2(1.2285206\times10^{-9})^2}{1.8284271\times10^{-19}}=-16.508866\ \text{N/m},\\
-\frac{2V_{20}^2}{E_2-E_0}&=-\frac{2(2.1380899\times10^{-10})^2}{5.6568542\times10^{-19}}=-0.161624\ \text{N/m},
\end{align}
and the sum is
\begin{equation}
E''=-18.247145+4.286624-16.508866-0.161624=-30.631011\ \text{N/m},
\end{equation}
or $-1.91184$~eV/\AA$^2$. A half-repair replaces $H'$ by $V$ and $H''$ by $W$ but forgets $-2E'S'_{00}$, which here is an error of $4.29$~N/m. Another mistake is to use $u_0$, normalized by $u_0^\dagger u_0=1$, in (\ref{E1}); with the correct $E_0$ in $V$ this multiplies $E'$ by $N_+$.

The coefficients are $\alpha_0=6.530\times10^8$, $\alpha_1=6.719\times10^9$ and $\alpha_2=3.780\times10^8$~m$^{-1}$, and $c'=(5.26674\times10^9,\ 6.448\times10^7,\ -4.23536\times10^9)$~m$^{-1}$. The state moves from atom 3 toward atom 1, into the bond that is not stretched.

The determinant confirms $E'$ without eigenvectors. With $A=a-E$, $G=a+fx-E$, $p=b-Es$ and $q=be^{-\kappa x}-Ese^{-\lambda x}$, expansion along the first row gives $F=A(G^2-q^2)-p^2G$. At $x=0$, $E=E_0$ one has $G=A$ and $q=p=(bN_+-as-\sqrt2\,bs)/N_+=(b-as)/N_+$, so $A=-\sqrt2\,p$, $p^2=A^2/2$ and $Ap=-A^2/\sqrt2$. The partial derivatives are $G_x=f$, $q_x=v_1$, $A_E=G_E=-1$, $p_E=q_E=-s$, so
\begin{align}
F_x&=A(2Af-2pv_1)-p^2f=A^2\left(\tfrac32f+\sqrt2\,v_1\right),\\
F_E&=-(A^2-p^2)+A(-2A+2ps)+2psA+p^2=-2A^2N_+ .
\end{align}
From $F(E(x),x)=0$, $E'=-F_x/F_E=(3f/4+v_1/\sqrt2)/N_+$, the same expression. Numerically, $1.4852395\times10^{-46}$~J$^3$/m divided by $9.0502525\times10^{-38}$~J$^2$ is $1.641103\times10^{-9}$~N.

\section{Central differences}

The entries of the pencil are infinitely differentiable, so $E(\pm h)=E_0\pm E'h+\tfrac12E''h^2\pm\tfrac16E'''h^3+\tfrac1{24}E''''h^4\pm\dots$. The difference of the two series keeps the odd terms twice and the sum keeps the even terms twice:
\begin{align}
D_1(h)&=\frac{E(h)-E(-h)}{2h}=E'+\tfrac16E'''h^2+O(h^4),\\
D_2(h)&=\frac{E(h)-2E(0)+E(-h)}{h^2}=E''+\tfrac1{12}E''''h^2+O(h^4).
\end{align}
At $h=10^{-12}$~m, $D_1$ was evaluated above, and
\begin{align}
D_2&=(-1.4812168862851+2\times1.4828427124746\nonumber\\
&\qquad-1.4844991687369)\times10^{-18}\ \text{J}\,/\,10^{-24}\ \text{m}^2=-30.63007\ \text{N/m}.
\end{align}
Repeated differentiation of $F(E(x),x)=0$, done symbolically in the numerical check below, gives $E'''=2.30179\times10^{11}$~J/m$^3$ and $E''''=1.12621\times10^{22}$~J/m$^4$. The predicted errors at this step are $E'''h^2/6=3.836\times10^{-14}$~N and $E''''h^2/12=9.385\times10^{-4}$~N/m. The observed errors are:

\begin{center}
\begin{tabular}{ccc}
$h$ (m) & $D_1-E'$ (N) & $D_2-E''$ (N/m)\\
$4\times10^{-12}$ & $+6.139\times10^{-13}$ & $+1.499\times10^{-2}$\\
$2\times10^{-12}$ & $+1.535\times10^{-13}$ & $+3.752\times10^{-3}$\\
$1\times10^{-12}$ & $+3.836\times10^{-14}$ & $+9.384\times10^{-4}$\\
$1\times10^{-13}$ & $+3.836\times10^{-16}$ & $+9.384\times10^{-6}$\\
$1\times10^{-14}$ & $+3.827\times10^{-18}$ & $-1.304\times10^{-6}$\\
$1\times10^{-15}$ & $-1.696\times10^{-19}$ & $+4.436\times10^{-4}$\\
$1\times10^{-16}$ & $+1.660\times10^{-18}$ & $+6.650\times10^{-2}$
\end{tabular}
\end{center}

Halving $h$ divides the errors by four, and their size matches the prediction, so the differences converge to the analytic values and not to nearby ones. At the smallest steps the errors grow again. Each computed eigenvalue carries a rounding error of order $\epsilon|E_0|$ with $\epsilon=2.22\times10^{-16}$. If the signs of these errors are such that their contributions to the difference all add, two of them over $2h$ contribute up to about $\epsilon|E_0|/h$ to $D_1$, and weights $1,2,1$ over $h^2$ contribute up to about $4\epsilon|E_0|/h^2$ to $D_2$; the rounding errors in the table are smaller than these estimates, which give the order of magnitude and are not strict bounds. Setting the derivative of $|E''''|h^2/12+4\epsilon|E_0|/h^2$ to zero gives $|E''''|h/6=8\epsilon|E_0|/h^3$, so $h=(48\epsilon|E_0|/|E''''|)^{1/4}\approx3.4\times10^{-14}$~m. The table agrees: truncation still rules $D_2$ at $10^{-13}$~m, and at $10^{-14}$~m the error has changed sign, which truncation cannot cause. The digits in the rounding-dominated entries depend on the machine.

If $D(h)=d+\gamma h^2+O(h^4)$, then $4D(h)-D(2h)=3d+O(h^4)$. This Richardson step at 1 and 2~pm gives $[4(-30.6300728)+30.6272587]/3=-30.6310108$~N/m and, in the same way, $E'=1.64110286\times10^{-9}$~N, without entering the rounding region.

\section{Range of validity}

At $x=5\times10^{-12}$~m the quadratic prediction is $E'x+\tfrac12E''x^2=8.205514\times10^{-21}-3.828876\times10^{-22}=7.822627\times10^{-21}$~J, against $7.827716\times10^{-21}$~J from diagonalization. The difference, $5.089\times10^{-24}$~J, is what the cubic and quartic terms supply. The expansion needs $|\alpha_kx|\ll1$ and $\kappa|x|\ll1$, so $|x|$ well below $10^{-10}$~m. At $x=2\times10^{-11}$~m the general formulas, used with the eigenpairs at that point, already give $E'=1.088917\times10^{-9}$~N and $E''=-23.94841$~N/m.

Two assumptions of the derivation can break: the non-degenerate level and the positive definite $S$. As $b-as\to0$, $H(0)\to aS(0)$, all three levels meet at $a$, and the denominators in (\ref{E2}) vanish; $V$ must then be diagonalized within the degenerate set, and the lowest level generally has a kink at $x=0$, so that $D_2$ grows like $1/h$. Under strong compression $\det S$ reaches zero, at $e^{-2\lambda x}=(1-s^2)/s^2=15$, or $x_c=-1.354\times10^{-10}$~m. The orbitals become linearly dependent there and the $S$-orthonormal basis is lost. The null vector of $S$ is $n=(-s,1,-\sqrt{1-s^2})$, and $n^THn\approx+2.36\times10^{-18}$~J is positive, so the level that diverges is the highest, $E_2\to+\infty$. The lowest level stays finite, and (\ref{E1}) and (\ref{E2}) apply to it for $x>x_c$ up to that point. Beyond $x_c$, $S$ is indefinite and no longer an overlap matrix, and the diverged root returns from $-\infty$.

The numerical check below compares the eigenpairs with diagonalization and with the exact roots of $F(E,0)$, and the closed forms for $E'$ and $E''$ with the differentiated determinant in 50-digit arithmetic. It tests the finite differences, their $h^2$ errors and the Richardson values, compares $c'$ with a differenced eigenvector (the small middle component differs in its sixth digit, $6.44800\times10^7$~m$^{-1}$ from the difference at $h=10^{-13}$~m against $6.44804\times10^7$~m$^{-1}$ from the formula), and solves the Sternheimer equation, which returns $-30.6310112$~N/m. It also confirms invariance under the energy shift and tests (\ref{E1}) and (\ref{E2}) against differences at $x=2\times10^{-11}$~m and for a random complex Hermitian pencil.

\section*{Computed results}
\begin{verbatim}
inputs: a = -1.30e-18 J, b = -5.00e-19 J, s = 0.25, f = 8.00e-10 N
inputs: kappa = 1.2e+10 1/m, lambda = 1.0e+10 1/m; e = 1.602176634e-19 C
a = -8.114 eV, b = -3.121 eV; b - a s = -1.7500e-19 J
N+ = 1.3535534, N- = 0.6464466, det S(0) = 0.8750
E0, E1, E2 = -1.4828427e-18, -1.3000000e-18, -9.1715729e-19 J
E0, E1, E2 = -9.2552, -8.1140, -5.7244 eV
E1-E0 = 1.8284271e-19 J, E2-E0 = 5.6568542e-19 J
c0 = [0.429766 0.607781 0.429766]
c1 = [ 0.707107  0.       -0.707107]
c2 = [ 0.621876 -0.879465  0.621876]
bond elements: H'23 = 6.000e-09 N, S'23 = -2.500e+09 1/m
bond elements: H''23 = -72.000 N/m, S''23 = 2.500e+19 1/m^2
v1 = 2.2928932e-09 N, v2 = -34.928932 N/m
S'00 = -1.3060194e+09 1/m
H'00 = 3.5777242e-09 N, -E0 S'00 = -1.9366213e-09 N
E' = 1.641102862e-09 N = 1.02430 eV/angstrom
V10 = -1.2285206e-09 N, V20 = -2.1380899e-10 N
alpha0, alpha1, alpha2 = 6.530097e+08, 6.719002e+09, 3.779645e+08 1/m
c' formula     = 5.26674e+09, 6.44804e+07, -4.23536e+09 1/m
c' h = 1e-13 m = 5.26674e+09, 6.44800e+07, -4.23536e+09 1/m
W00 = -18.247145 N/m
-2 E' S'00 = 4.286624 N/m
state 1 term = -16.508866 N/m
state 2 term = -0.161624 N/m
E'' = -30.6310112 N/m = -1.91184 eV/angstrom^2
Sternheimer E'' = -30.6310112 N/m
determinant: F_E = -9.0502525e-38 J^2, F_x = 1.4852395e-46 J^3/m
determinant: E' = 1.641102862e-09 N, E'' = -30.6310112 N/m
determinant: E''' = 2.30179e+11 J/m^3, E'''' = 1.12621e+22 J/m^4
E(x = -1e-12 m) = -1.4844991687369e-18 J
E(x = +0e+00 m) = -1.4828427124746e-18 J
E(x = +1e-12 m) = -1.4812168862851e-18 J
h (m)   D1 (N)   D1-E' (N)   D2 (N/m)   D2-E'' (N/m)
1e-11  1.644943698e-09  +3.841e-12  -30.5381241  +9.289e-02
4e-12  1.641716794e-09  +6.139e-13  -30.6160200  +1.499e-02
2e-12  1.641256322e-09  +1.535e-13  -30.6272587  +3.752e-03
1e-12  1.641141226e-09  +3.836e-14  -30.6300728  +9.384e-04
1e-13  1.641103246e-09  +3.836e-16  -30.6310018  +9.384e-06
1e-14  1.641102866e-09  +3.827e-18  -30.6310125  -1.304e-06
1e-15  1.641102862e-09  -1.696e-19  -30.6305676  +4.436e-04
1e-16  1.641102864e-09  +1.660e-18  -30.5645082  +6.650e-02
predicted errors at h = 1e-12 m: +3.836e-14 N, +9.385e-04 N/m
Richardson (1, 2 pm): E' = 1.641102860e-09 N, E'' = -30.6310108 N/m
eps = 2.22e-16, best h for D2 about 3.4e-14 m
shift mu = 1.0e-18 J: H'00 = 2.2717048e-09 N, E' = 1.6411029e-09 N, E'' = -30.631011 N/m
x = 5e-12 m: E'x = 8.205514e-21 J, E''x^2/2 = -3.828876e-22 J
E(x)-E0: Taylor 7.822627e-21 J, diagonalization 7.827716e-21 J, difference 5.089e-24 J
at x = 2e-11 m: E' = 1.088917e-09 N, E'' = -23.94841 N/m
\end{verbatim}
